# Why length-gauge cavity models need the dipole self-energy: a numerical check

```python
"""
Result under test: the length-gauge cavity Hamiltonian
    H = H_matter + omega*(n + 1/2) - sqrt(omega/2)*lam*mu*(a + a^dagger)
        + lam^2*mu^2/2
is bounded below and independent of the origin.  Without its last term, the
dipole self-energy (DSE), the lowest energy of an atom falls without limit as
diffuse functions are added, and results for an ion depend on the origin.
Symbols: omega mode frequency, lam coupling along z, mu total dipole along z,
Q total charge, b displacement of the system from the origin, n photon number.
Hartree atomic units.  One-electron systems, clamped protons, s and p Gaussians.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
omega, lam = 0.4, 0.1


def exponents(k_min, k_max):
    return [0.1 * 2.5**k for k in range(k_min, k_max + 1)]


def electron_matrices(protons, s_exps, p_exps):
    """Energy, dipole and squared dipole in an orthonormal m=0 basis."""
    shells = [[0, [a, 1.0]] for a in s_exps] + [[1, [a, 1.0]] for a in p_exps]
    mol = gto.M(atom=[["H", (0.0, 0.0, z)] for z in protons],
                basis={"H": shells}, unit="Bohr",
                charge=len(protons) - 1, spin=1, verbose=0)
    keep = [i for i, label in enumerate(mol.ao_labels(fmt=None))
            if label[3] in ("", "z")]
    block = np.ix_(keep, keep)
    s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp")[block])
    assert s_val[0] > 1e-8
    x = (s_vec / np.sqrt(s_val)) @ s_vec.T
    nao = mol.nao_nr()
    h = x @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[block] @ x
    z = x @ mol.intor("int1e_r")[2][block] @ x
    zz = x @ mol.intor("int1e_rr").reshape(3, 3, nao, nao)[2, 2][block] @ x
    one = np.eye(len(keep))
    d_nuc = float(sum(protons))
    return (h + mol.energy_nuc() * one, d_nuc * one - z,
            d_nuc**2 * one - 2 * d_nuc * z + zz)


def solve(h, mu, mu2, coupling, n_fock, dse):
    """Two lowest energies and the ground vector (electron, photon)."""
    ladder = np.diag(np.sqrt(np.arange(1.0, n_fock)), 1)
    matter = h + 0.5 * coupling**2 * mu2 if dse else h
    full = (np.kron(matter, np.eye(n_fock))
            + np.kron(np.eye(len(h)), np.diag(omega * (np.arange(n_fock) + 0.5)))
            - np.sqrt(omega / 2) * coupling * np.kron(mu, ladder + ladder.T))
    val, vec = eigh(full, subset_by_index=[0, 1])
    return val, vec[:, 0].reshape(len(h), n_fock)


def trial_bound(a, coupling):
    """Energy of (s+p)/sqrt(2) with exponent a times a coherent state."""
    return (omega / 2 + 2 * a - 5 / 3 * np.sqrt(2 * a / np.pi)
            - coupling**2 / (8 * a))


print(f"mode frequency {omega} hartree, coupling {lam} a.u.")

# Trial-state formula against Gaussian integrals and a driven photon mode
a_test = 0.1 * 2.5**-5
h, mu, mu2 = electron_matrices([0.0], [a_test], [a_test])
ladder = np.diag(np.sqrt(np.arange(1.0, 80)), 1)
photon = (np.diag(omega * (np.arange(80) + 0.5))
          - np.sqrt(omega / 2) * lam * mu[0, 1] * (ladder + ladder.T))
trial_numeric = 0.5 * (h[0, 0] + h[1, 1]) + np.linalg.eigvalsh(photon)[0]
assert abs(abs(mu[0, 1]) - 0.5 / np.sqrt(a_test)) < 1e-8
assert abs(trial_numeric - trial_bound(a_test, lam)) < 1e-8

# Hydrogen atom: add ever more diffuse functions
print("H atom, energies in hartree, zero-point energy omega/2 included")
print("a_min(bohr^-2)  E with DSE  E no DSE  floor no DSE  trial  rms z(bohr)  <n>")
with_dse, without_dse = {}, {}
for k_min in range(0, -7, -1):
    h, mu, mu2 = electron_matrices([0.0], exponents(k_min, 8), exponents(k_min, 4))
    e_matter = np.linalg.eigvalsh(h)[0]
    e_with = solve(h, mu, mu2, lam, 20, True)[0][0]
    val, c = solve(h, mu, mu2, lam, 60, False)
    floor = np.linalg.eigvalsh(h - 0.5 * lam**2 * mu2)[0] + omega / 2
    a_min = exponents(k_min, 8)[0]
    upper = trial_bound(a_min, lam)
    rms_z = np.sqrt(np.sum(c * (mu2 @ c)))
    n_photon = np.sum(c**2 * np.arange(60))
    assert e_with >= e_matter + omega / 2 - 1e-9
    assert floor - 1e-9 <= val[0] <= upper + 1e-7
    with_dse[k_min], without_dse[k_min] = e_with, val[0]
    print(f"{a_min:.6f}  {e_with:.5f}  {val[0]:.5f}  {floor:.5f}  "
          f"{upper:.5f}  {rms_z:.3f}  {n_photon:.4f}")
assert max(with_dse[k] for k in range(-6, -1)) - with_dse[-6] < 1e-4
assert abs(without_dse[-1] - without_dse[-2]) < 1e-3
assert without_dse[-6] < without_dse[-5] < without_dse[-4] < without_dse[-2]
e_more_photons = solve(h, mu, mu2, lam, 75, False)[0][0]
assert abs(e_more_photons - without_dse[-6]) < 1e-5
print(f"last row, change of E no DSE from 60 to 75 photon states: "
      f"{e_more_photons - without_dse[-6]:.1e} hartree")
e_weak = solve(h, mu, mu2, 0.05, 60, False)[0][0]
assert e_weak <= trial_bound(a_min, 0.05) + 1e-7
print(f"same basis, coupling 0.05, E no DSE: {e_weak:.5f} hartree")
for g in (0.1, 0.05, 0.01):
    a_star = brentq(lambda a: trial_bound(a, g) - omega / 2 + 0.5, 1e-9, 0.1)
    print(f"coupling {g}: trial falls below the 1s level at a = {a_star:.3e} "
          f"bohr^-2; lam^2/4 = {g*g/4:.3e}")

# Second-order shifts on the plateau
h, mu, mu2 = electron_matrices([0.0], exponents(-1, 8), exponents(-1, 4))
levels, states = np.linalg.eigh(h)
strength = (states.T @ mu @ states[:, 0])**2
gap = levels - levels[0]
print(f"H atom matter energy in basis a_min=0.04: {levels[0]:.6f} hartree")
for g in (0.01, lam):
    pt_with = 0.5 * g**2 * np.sum(strength * gap / (gap + omega))
    pt_without = -0.5 * g**2 * np.sum(strength * omega / (gap + omega))
    base = levels[0] + omega / 2
    sh_with = solve(h, mu, mu2, g, 20, True)[0][0] - base
    sh_without = solve(h, mu, mu2, g, 20, False)[0][0] - base
    if g == 0.01:
        assert abs(sh_with / pt_with - 1) < 3e-3
        assert abs(sh_without / pt_without - 1) < 3e-3
    assert sh_with > 0 > sh_without
    print(f"coupling {g}: shift with DSE {sh_with:.4e} (2nd order {pt_with:.4e}), "
          f"no DSE {sh_without:.4e} ({pt_without:.4e}) hartree")

# Neutral control: moving the hydrogen atom changes nothing
moved = electron_matrices([5.0], exponents(-1, 8), exponents(-1, 4))
neutral_change = (solve(*moved, lam, 30, False)[0][0]
                  - solve(h, mu, mu2, lam, 30, False)[0][0])
assert abs(neutral_change) < 1e-8
print(f"neutral H moved by 5 bohr, change of E no DSE: {neutral_change:.1e} hartree")

# Molecular ion H2+, total charge Q = 1, moved along the z axis
charge, bond = 1, 2.0


def ion(b):
    return electron_matrices([b - bond / 2, b + bond / 2],
                             exponents(-1, 8), exponents(-1, 4))


h0, mu0, mu0_sq = ion(0.0)
print(f"H2+ bond {bond} bohr, matter energy {np.linalg.eigvalsh(h0)[0]:.5f} hartree")
print("b(bohr)  DSE  E(hartree)  first excitation(hartree)  induced dipole(a.u.)")
record = {}
for dse in (True, False):
    for b in (0.0, 2.5, 5.0):
        hb, mub, mub_sq = ion(b)
        val, c = solve(hb, mub, mub_sq, lam, 30, dse)
        induced = np.sum(c * (mub @ c)) - charge * b
        record[dse, b] = (val[0], val[1] - val[0], induced)
        print(f"{b}  {'yes' if dse else 'no'}  {val[0]:.6f}  "
              f"{val[1] - val[0]:.6f}  {induced + 0.0:.5f}")
for b in (2.5, 5.0):
    assert np.allclose(record[True, b], record[True, 0.0], atol=1e-6)
    field = lam**2 * charge * b
    h_field = h0 - field * mu0 - 0.5 * (lam * charge * b)**2 * np.eye(len(h0))
    val, c = solve(h_field, mu0, mu0_sq, lam, 30, False)
    predicted = (val[0], val[1] - val[0], np.sum(c * (mu0 @ c)))
    assert np.allclose(predicted, record[False, b], atol=1e-6)
    assert abs(record[False, b][1] - record[False, 0.0][1]) > 1e-5
    assert record[False, b][2] > 1e-3
error = record[False, 5.0][0] - record[False, 0.0][0]
print(f"spurious field at b=5: {field:.4f} a.u.")
print(f"spurious energy change at b=5: {error:.6f} hartree = "
      f"{error * HARTREE_EV:.4f} eV")
print(f"part -(lam Q b)^2/2: {-0.5 * (lam * charge * 5.0)**2:.6f} hartree")

# Spurious force against a finite difference
step = 0.01
slope = (solve(*ion(5 + step), lam, 30, False)[0][0]
         - solve(*ion(5 - step), lam, 30, False)[0][0]) / (2 * step)
force = lam**2 * charge * (charge * 5.0 + record[False, 5.0][2])
assert abs(slope + force) < 1e-6
print(f"spurious force at b=5: {force:.6f}, from finite difference "
      f"{-slope:.6f} hartree/bohr")

# Harmonically bound electron: bounded without DSE only for lam < binding
binding = 0.4


def oscillator(coupling, size, dse):
    step_op = np.diag(np.sqrt(np.arange(1.0, size + 2)), 1)
    z = (step_op + step_op.T) / np.sqrt(2 * binding)
    energy = np.diag(binding * (np.arange(size) + 0.5))
    return solve(energy, -z[:size, :size], (z @ z)[:size, :size],
                 coupling, size, dse)[0][0]


def normal_mode_energy(coupling, dse):
    stiffness = np.array([[binding**2 + dse * coupling**2, omega * coupling],
                          [omega * coupling, omega**2]])
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(stiffness)))


e_stable = oscillator(0.2, 30, False)
e_dse = oscillator(0.5, 30, True)
e_20, e_30 = oscillator(0.5, 20, False), oscillator(0.5, 30, False)
assert abs(e_stable - normal_mode_energy(0.2, False)) < 1e-6
assert abs(e_dse - normal_mode_energy(0.5, True)) < 1e-5
assert e_30 < e_20 - 0.3
print(f"harmonic electron, binding frequency {binding} hartree:")
print(f"coupling 0.2 no DSE: {e_stable:.6f} hartree, "
      f"normal modes {normal_mode_energy(0.2, False):.6f}")
print(f"coupling 0.5 no DSE: {e_20:.4f} (20 states each), "
      f"{e_30:.4f} (30 states each) hartree")
print(f"coupling 0.5 with DSE: {e_dse:.6f} hartree, "
      f"normal modes {normal_mode_energy(0.5, True):.6f}")
print("tests ok")
```

Output:

```
mode frequency 0.4 hartree, coupling 0.1 a.u.
H atom, energies in hartree, zero-point energy omega/2 included
a_min(bohr^-2)  E with DSE  E no DSE  floor no DSE  trial  rms z(bohr)  <n>
0.100000  -0.29726  -0.30229  -0.30498  -0.03302  1.010  0.0029
0.040000  -0.29729  -0.30238  -0.30508  -0.01721  1.019  0.0030
0.016000  -0.29729  -0.30238  -0.30509  -0.01433  1.019  0.0030
0.006400  -0.29729  -0.30238  -0.81067  -0.08890  1.019  0.0030
0.002560  -0.29729  -0.97661  -2.29540  -0.35044  18.873  2.8792
0.001024  -0.29729  -2.70072  -6.00709  -1.06121  29.869  7.2067
0.000410  -0.29729  -7.02039  -15.29077  -2.87785  47.240  18.0193
last row, change of E no DSE from 60 to 75 photon states: -1.6e-13 hartree
same basis, coupling 0.05, E no DSE: -1.61473 hartree
coupling 0.1: trial falls below the 1s level at a = 2.877e-03 bohr^-2; lam^2/4 = 2.500e-03
coupling 0.05: trial falls below the 1s level at a = 6.693e-04 bohr^-2; lam^2/4 = 6.250e-04
coupling 0.01: trial falls below the 1s level at a = 2.534e-05 bohr^-2; lam^2/4 = 2.500e-05
H atom matter energy in basis a_min=0.04: -0.499988 hartree
coupling 0.01: shift with DSE 2.6762e-05 (2nd order 2.6760e-05), no DSE -2.3252e-05 (-2.3246e-05) hartree
coupling 0.1: shift with DSE 2.6965e-03 (2nd order 2.6760e-03), no DSE -2.3878e-03 (-2.3246e-03) hartree
neutral H moved by 5 bohr, change of E no DSE: -1.3e-14 hartree
H2+ bond 2.0 bohr, matter energy -0.60240 hartree
b(bohr)  DSE  E(hartree)  first excitation(hartree)  induced dipole(a.u.)
0.0  yes  -0.399500  0.368162  -0.00000
2.5  yes  -0.399500  0.368162  -0.00000
5.0  yes  -0.399500  0.368162  -0.00000
0.0  no  -0.405084  0.364493  -0.00000
2.5  no  -0.438002  0.364354  0.13336
5.0  no  -0.536751  0.359774  0.26661
spurious field at b=5: 0.0500 a.u.
spurious energy change at b=5: -0.131667 hartree = -3.5828 eV
part -(lam Q b)^2/2: -0.125000 hartree
spurious force at b=5: 0.052666, from finite difference 0.052666 hartree/bohr
harmonic electron, binding frequency 0.4 hartree:
coupling 0.2 no DSE: 0.386370 hartree, normal modes 0.386370
coupling 0.5 no DSE: -2.0068 (20 states each), -3.6837 (30 states each) hartree
coupling 0.5 with DSE: 0.471699 hartree, normal modes 0.471699
tests ok
```
